# Image screening of a core hole in silica near silicon

## What is lost if the silicon is ignored

In photoemission from an oxidised silicon surface, the silicon core level of the oxide can be used to judge how the silicon atoms are bonded. Suppose that two such atoms have the same bonding, one deep in thick silica and the other half a nanometre above the silicon substrate. Their binding energies still differ, because the nearby silicon screens the hole left by the photoelectron better than silica does. If this contribution is omitted, a shift is wrongly assigned to chemistry: about a quarter of an electronvolt in the simplest model, with both holes far from the vacuum surface.

The estimate below is the leading term for a hole far from the vacuum surface, beside a silicon surface with a local response. In an ultrathin oxide neither condition is well satisfied, so the first correction to each is derived as well.

## Model and sign of the shift

Silicon fills $z<0$ and silica lies above it. A positive unit point charge, the core hole, sits at $z=d$. The permittivities are $\epsilon_1$ for silica and $\epsilon_2$ for silicon. Both media respond linearly, and at first locally, with a sharp plane between them. The algebra uses atomic units, in which $e=1$ and $4\pi\epsilon_0=1$. An energy expressed as an inverse length is converted by the factor $K=e^2/(4\pi\epsilon_0)=1.440$ eV nm.

The binding energy is the final-state energy minus the initial-state energy. In this model only the final state contains the extra charge. If the surroundings change the energy of the hole by $W$, relative to a hole in unbounded silica, the binding energy therefore also changes by $W$. A negative $W$ lowers it.

The value of $\epsilon_1$ depends on what has time to respond. For the main line we take the electrons as relaxed around the hole and the nuclei as still in their initial positions. This calls for the electronic permittivity, $\epsilon_1=2.1$, and not the static value 3.9, which includes displaced ions. For silicon we use $\epsilon_2=11.7$.

## The leading term

Fourier transform the potential along the surface, with in-plane wavevector $\mathbf Q$ and $Q=|\mathbf Q|$. Poisson's equation becomes

$$-\frac{d}{dz}\left(\epsilon\frac{d\phi_Q}{dz}\right)+\epsilon Q^2\phi_Q=4\pi\delta(z-d).$$

In unbounded silica the solution is $(2\pi/\epsilon_1Q)e^{-Q|z-d|}$: its slope jumps by $-4\pi/\epsilon_1$ at the charge, as the equation requires. With silicon present, a solution of the source-free equation that decays away from the interface must be added. For $z>0$,

$$\phi_Q(z)=\frac{2\pi}{\epsilon_1Q}\left[e^{-Q|z-d|}+A\,e^{-Q(z+d)}\right].$$

In silicon the potential decays downward as $e^{Qz}$, so $\phi_Q'(0^-)=Q\phi_Q(0)$. Continuity of $\epsilon\phi_Q'$ at $z=0$ gives, after the common factor $2\pi e^{-Qd}/\epsilon_1$ is cancelled,

$$\epsilon_1(1-A)=\epsilon_2(1+A),\qquad A=\frac{\epsilon_1-\epsilon_2}{\epsilon_1+\epsilon_2}.$$

Since $\epsilon_2>\epsilon_1$, $A$ is negative. The induced potential at the hole is

$$\phi_{\rm ind}=\int_0^\infty\frac{Q\,dQ}{2\pi}\,\frac{2\pi}{\epsilon_1Q}\,A e^{-2Qd}
=\frac{A}{\epsilon_1}\int_0^\infty e^{-2Qd}dQ=\frac{A}{2\epsilon_1d}.$$

This is the potential of an image charge at distance $2d$. The energy is half of it. To see why, raise the charge of the hole from 0 to 1. At charge $\lambda$ the induced potential is $\lambda\phi_{\rm ind}$, because the media are linear, and the work is

$$W_0=\int_0^1\lambda\phi_{\rm ind}\,d\lambda=\frac{\phi_{\rm ind}}2.$$

Hence

$$\boxed{W_0=\frac{A}{4\epsilon_1d}=-\frac{1}{4\epsilon_1d}\,\frac{\epsilon_2-\epsilon_1}{\epsilon_2+\epsilon_1}}.$$

The physical source of this potential is bound charge at the interface. Its Fourier component is the jump in the normal field divided by $4\pi$. The fields just above and below are $-(2\pi/\epsilon_1)(1-A)e^{-Qd}$ and $-(2\pi/\epsilon_1)(1+A)e^{-Qd}$, so

$$\sigma_Q=\frac{1}{4\pi}\,\frac{2\pi}{\epsilon_1}\,2A\,e^{-Qd}=\frac{A}{\epsilon_1}e^{-Qd}.$$

Setting $Q=0$ gives the total sheet charge, $A/\epsilon_1$. It is negative and attracts the hole.

For $d=0.5$ nm (5 Å), the arithmetic is

$$\frac{K}{4d}=\frac{1.440}{4(0.5)}=0.720\ \text{eV},\qquad
\frac{\epsilon_2-\epsilon_1}{\epsilon_2+\epsilon_1}=\frac{9.6}{13.8}=0.696,$$

$$W_0=-0.720\times\frac{0.696}{2.1}=-0.24\ \text{eV}.$$

The interface carries $-0.331$ elementary charges. A separate finite-element solution of Poisson's equation for these permittivities and this distance, with the energy taken from the field itself, gives $-0.2385$ eV. The formula gives the same value to the digits shown. This tests the factor of one half as well as the image strength.

Two limits help to read the result. If $\epsilon_2=\epsilon_1$, there is no interface in the electrical sense and $W_0=0$. If $\epsilon_2\to\infty$, the substrate acts as a perfect metal and the lowering becomes $K/(4\epsilon_1d)=0.343$ eV. Silicon thus supplies about 70% of the metallic image energy. With $d$ held at 0.5 nm but the static permittivity 3.9 used for silica, the lowering would be 0.092 eV. For a hole at this distance, the choice of permittivity therefore matters more than any of the corrections evaluated below.

## First correction for a distant vacuum surface

Let the silica have thickness $t$, with vacuum above it, and let $s=t-d$ be the distance from hole to vacuum. A potential that meets the vacuum surface is reflected with strength

$$B=\frac{\epsilon_1-1}{\epsilon_1+1},$$

by the same boundary condition with $\epsilon_2$ replaced by 1. This is positive: the vacuum screens less than the silica it replaces, and its direct image raises the energy.

Inside the film, write the bracket multiplying $2\pi/(\epsilon_1Q)$ as

$$e^{-Q|z-d|}+a\,e^{-Qz}+b\,e^{-Q(t-z)}.$$

Each reflected amplitude is the reflection strength times everything that arrives at that surface:

$$a=A(e^{-Qd}+b\,e^{-Qt}),\qquad b=B(e^{-Qs}+a\,e^{-Qt}).$$

Substituting each equation into the other gives

$$a=\frac{Ae^{-Qd}+ABe^{-Q(s+t)}}{1-ABe^{-2Qt}},\qquad
b=\frac{Be^{-Qs}+ABe^{-Q(d+t)}}{1-ABe^{-2Qt}}.$$

At the hole the reflected part is $ae^{-Qd}+be^{-Qs}$. Because $d+s=t$, its two cross terms are equal, and

$$W=\frac{1}{2\epsilon_1}\int_0^\infty dQ\,
\frac{Ae^{-2Qd}+Be^{-2Qs}+2ABe^{-2Qt}}{1-ABe^{-2Qt}}.$$

Here $|AB|<1$, so the denominator can be expanded as a geometric series. Each exponential integrates to $\int_0^\infty e^{-2Q\ell}dQ=1/(2\ell)$:

$$W=\frac{1}{4\epsilon_1}\sum_{n=0}^{\infty}(AB)^n
\left[\frac{A}{d+nt}+\frac{B}{s+nt}+\frac{2AB}{(n+1)t}\right].$$

Now let $t\to\infty$ with $d$ fixed. The first term at $n=0$ is $A/d$, which gives $W_0$. To order $1/t$, replace $d+nt$ by $nt$ for $n\ge1$, and $s+nt=(n+1)t-d$ by $(n+1)t$. With $x=AB$, the sums needed are

$$\sum_{n=1}^{\infty}\frac{x^n}{n}=-\ln(1-x),\qquad
\sum_{n=0}^{\infty}\frac{x^n}{n+1}=-\frac{\ln(1-x)}{x}.$$

The coefficient of $1/t$ in the sum is therefore

$$C=-\ln(1-AB)\left[A+\frac{B}{AB}+2\right]
=-\frac{(1+A)^2}{A}\ln(1-AB),$$

and

$$W=W_0+\frac{C}{4\epsilon_1t}+O(t^{-2}).$$

For weak reflection, $\ln(1-AB)\approx-AB$ and $C\approx B(1+A)^2$. This form has a direct reading. Seen from the distant vacuum surface, the hole and its silicon image act together as a source of strength $1+A$. The potential returned by the vacuum surface is reflected once more by the silicon, which supplies the second factor $1+A$. Good screening by the silicon thus suppresses the influence of the distant surface twice.

In numbers, $A=-0.696$, $B=1.1/3.1=0.355$ and $AB=-0.247$, so

$$C=\frac{(0.304)^2}{0.696}\ln(1.247)=0.029.$$

The prefactor is $K/(4\epsilon_1)=1.440/8.4=0.171$ eV nm, and the first correction is $+0.0050/t$ eV with $t$ in nm. At $t=4$ nm it is $+0.0013$ eV, whereas the full sum gives $+0.003$ eV.

The difference shows that the next power matters. Expanding one order further,

$$\frac{A}{d+nt}=\frac{A}{nt}-\frac{Ad}{n^2t^2}+\cdots,\qquad
\frac{B}{(n+1)t-d}=\frac{B}{(n+1)t}+\frac{Bd}{(n+1)^2t^2}+\cdots.$$

With $S=\sum_{n\ge1}x^n/n^2$, the coefficient of $1/t^2$ is

$$D=d\left(-A+\frac{B}{AB}\right)S=d\,\frac{1-A^2}{A}\,S.$$

For $x=-0.247$, $S=-0.233$ and $D=0.086$ nm. At 4 nm this adds $0.171\times0.086/16=0.0009$ eV, so the two terms together give 0.0022 eV. The remainder comes from higher powers and from rounding. The two terms are equal at $t=D/C\approx3$ nm. The $1/t$ law by itself is therefore accurate when $t$ is much larger than 3 nm, a stronger condition than $t\gg d$, because $C$ is so small.

For thinner films the full sum is needed. With the hole kept at 0.5 nm from silicon, it gives a lowering of 0.229 eV for a 2 nm film and 0.184 eV for a 1 nm film. In the 1 nm film the hole is midway between the surfaces. The direct vacuum image contributes $+0.122$ eV, which would leave a lowering of only 0.117 eV. The repeated images restore 0.067 eV of it. Keeping the direct vacuum image alone would overstate the effect of the vacuum.

If the hole instead approaches the vacuum surface at fixed $t$, the term $B/s$ grows without bound and $W$ becomes positive. The half-space estimate then fails even in sign. The continuum model itself also fails once $s$ is comparable with atomic spacings.

## First correction for the short-range response of silicon

A local permittivity assumes that silicon screens a rapidly varying field as well as a uniform one. At short wavelengths it screens less. To estimate the effect, return to the half-space of silica and use the specular-reflection model for the silicon surface.

In this model, the silicon half-space is extended symmetrically to all space, with a fictitious sheet of charge $\sigma_f$ at $z=0$ to supply the normal displacement. If bulk silicon has permittivity $\epsilon(k)$, with $k^2=Q^2+p^2$, then

$$\phi_Q(0)=\int_{-\infty}^{\infty}\frac{dp}{2\pi}\,\frac{4\pi\sigma_f}{k^2\epsilon(k)}.$$

By symmetry the displacement just below the sheet is $-2\pi\sigma_f$. In a local medium it would be $-\epsilon_2Q\phi_Q(0)$. We define the surface permittivity $\epsilon_s$ by the same relation, $2\pi\sigma_f=\epsilon_sQ\phi_Q(0)$, and obtain

$$\frac{1}{\epsilon_s(Q)}=\frac{Q}{\pi}\int_{-\infty}^{\infty}\frac{dp}{k^2\epsilon(k)}.$$

For the bulk response take the interpolation

$$\epsilon(k)=1+\left[\frac{1}{\epsilon_2-1}+\frac{k^2}{q^2}\right]^{-1}.$$

It equals $\epsilon_2$ at $k=0$ and approaches the Thomas–Fermi form $1+q^2/k^2$ at large $k$. For an electron gas of density $n_v$, $q^2=4\pi\,dn_v/d\mu$. With $n_v=k_F^3/(3\pi^2)$ and $\mu=k_F^2/2$, this is $q^2=4k_F/\pi$. Inverting the interpolation gives

$$\frac{1}{\epsilon(k)}=1-\frac{q^2}{k^2+\kappa^2},\qquad
\kappa^2=q^2\frac{\epsilon_2}{\epsilon_2-1}.$$

To integrate, use partial fractions:

$$\frac{q^2}{k^2(k^2+\kappa^2)}=\frac{q^2}{\kappa^2}\left[\frac1{k^2}-\frac1{k^2+\kappa^2}\right],
\qquad \frac{q^2}{\kappa^2}=1-\frac1{\epsilon_2}.$$

Since $\int dp/(p^2+m^2)=\pi/m$ over the whole line,

$$\frac{1}{\epsilon_s}=\frac1{\epsilon_2}+\left(1-\frac1{\epsilon_2}\right)\frac{Q}{\sqrt{Q^2+\kappa^2}}.$$

The earlier boundary condition holds with $\epsilon_2$ replaced by $\epsilon_s(Q)$. Writing $g=1/\epsilon_s$, the reflection strength is $A(Q)=(\epsilon_1g-1)/(\epsilon_1g+1)$.

The factor $e^{-2Qd}$ selects $Q$ of order $1/(2d)$. For $\kappa d\gg1$ these values are small compared with $\kappa$, and $g\approx1/\epsilon_2+(1-1/\epsilon_2)Q/\kappa$. The derivative of $A$ is $dA/dg=2\epsilon_1/(\epsilon_1g+1)^2$. Evaluated at $g=1/\epsilon_2$, it gives

$$A(Q)\approx A+\frac{2\epsilon_1\epsilon_2(\epsilon_2-1)}{(\epsilon_1+\epsilon_2)^2}\,\frac{Q}{\kappa}.$$

Using $\int_0^\infty Qe^{-2Qd}dQ=1/(4d^2)$, we find

$$W=W_0+\frac{\epsilon_2(\epsilon_2-1)}{4\kappa d^2(\epsilon_1+\epsilon_2)^2}+\cdots.$$

In the specular model the correction is positive: weaker screening reduces the lowering. Divided by $|W_0|$, it is $\ell/d$, with

$$\ell=\frac{\epsilon_1\epsilon_2(\epsilon_2-1)}{(\epsilon_2+\epsilon_1)(\epsilon_2-\epsilon_1)\,\kappa}.$$

To this order the effect is the same as replacing $d$ by $d+\ell$: the hole behaves as if the silicon were slightly farther away.

With the cubic lattice constant set to 0.543 nm in the model, eight atoms per cubic cell and four valence electrons per atom give $32/0.543^3=200$ electrons per nm³, $q=20.9$ nm⁻¹ and $\kappa=21.8$ nm⁻¹. Then $\ell=1.98/21.8=0.091$ nm, and the correction at 0.5 nm is $0.2385\times0.091/0.5=0.043$ eV. This leaves a lowering of 0.195 eV. The full integral over $Q$ gives 0.201 eV, so the first correction is slightly too large.

The expansion requires $d\gg\ell$. At distances comparable with $\ell$ it fails, and so does the treatment of silica as a local continuum. Even at 0.5 nm the result is a size estimate, since neither the specular surface nor the interpolation describes the atoms of the interface. Treating silica in the same way, with its own valence density, reduces the lowering further, from 0.201 to about 0.19 eV. The sign of the correction is also a property of the specular surface, which forces the normal polarisation to vanish at $z=0$ and lets no electrons spill across it. With the same $\epsilon(k)$ but the polarisation charge set to zero at the surface instead, the correction vanishes. The specular model even gives a shift of 0.01 to 0.02 eV between two identical media, where there should be none. For a self-consistent electron gas of silicon's valence density facing vacuum, the image plane lies 0.08 to 0.09 nm outside the edge of the positive background, whereas the specular model places it 0.05 nm inside. For a real interface the sign of this correction is therefore not settled by the model.

## Mobile carriers

Doped silicon also screens with its free carriers. For a uniform, nondegenerate carrier density $n$, linear response changes the net charge density by $-n\phi/(k_BT)$. In silicon the potential then obeys $\phi_Q''=(Q^2+\kappa_D^2)\phi_Q$, with $\kappa_D^2=4\pi n/(\epsilon_2k_BT)$. It decays at the rate $\sqrt{Q^2+\kappa_D^2}$ instead of $Q$, so the surface permittivity becomes

$$\epsilon_s=\epsilon_2\frac{\sqrt{Q^2+\kappa_D^2}}{Q}.$$

At 300 K and $10^{15}$ cm⁻³, the Debye length $1/\kappa_D$ is 129 nm and the extra lowering is 0.0007 eV. At $10^{18}$ cm⁻³ the length is 4.1 nm and the extra lowering 0.017 eV. These values assume that the carriers respond fully to the hole. They also assume a uniform density up to the interface, with no band bending. The full response is doubtful: for electrons of effective mass 0.26 the plasma energy is 0.7 meV at the lower density and 21 meV at the higher one, below the optical phonon energies of silica (roughly 50 to 150 meV). By the criterion that kept the silica nuclei frozen, the carriers would be largely frozen too and would contribute less to the main line. Linear response also requires a potential well below $k_BT/e=0.026$ V. Without carriers, the potential in silicon at distance $r$ from the hole is $2K/[e(\epsilon_1+\epsilon_2)r]$. This is 0.42 V at the surface directly below the hole, so the condition fails there. One Debye length away it is about 0.002 V at the lower density, but still about 0.05 V at the higher one. At any density the unscreened potential exceeds $k_BT/e$ out to about 8 nm, which is comparable with the thermal wavelength of the electrons (8.4 nm for mass 0.26, and 4.5 to 10 nm for the longitudinal and transverse masses), so the classical linear treatment fails near the hole in both cases. At $10^{18}$ cm⁻³ a sphere of one Debye length holds only about 0.3 carriers. Both values are therefore only rough indications of size, the higher-density one especially.

## Reading the estimate for a real ultrathin oxide

The permittivities used here are rough typical values for silica and silicon. Which correction matters more depends on the film thickness. With the hole 0.5 nm from silicon, the vacuum surface reduces the lowering by 0.054 eV in a 1 nm film but by only 0.009 eV in a 2 nm film. The short-range response of silicon, in the half-space model, reduces it by about 0.04 eV with the interpolation used here; other common model forms of $\epsilon(k)$ for silicon, with the same specular surface, give 0.03 to 0.05 eV, so in the 1 nm film the two corrections are of similar size. For a 1 nm film with the hole at its centre, the vacuum surface and the specular short-range response together reduce the computed lowering from 0.24 to 0.14 eV. A real interface is also not a mathematical plane: it contains incompletely oxidised silicon. Moving the assumed plane by 0.1 nm either way, in the simple half-space formula, changes the lowering to 0.30 eV at $d=0.4$ nm or 0.20 eV at $d=0.6$ nm. This range does not bound the effect of a suboxide. A layer more polarisable than silica, lying within the 0.5 nm between the hole and the silicon, raises the lowering: 0.2 nm with permittivity 3 gives 0.28 eV, and a thicker or more polarisable layer can take it beyond 0.30 eV.

The value 0.24 eV is thus the answer for the stated half-space model, and only a rough first figure when the film is at least 2 nm thick and the hole lies 0.5 nm from silicon: for a 2 nm film the vacuum surface and the specular short-range response together give 0.19 eV, about 20% less, while a suboxide layer acts in the opposite direction. It is not a prediction of the measured separation between oxide and substrate lines. That separation also contains the bonding shift, the relaxation around a hole in silicon itself, band bending and any charging of the oxide.

## Computed results

```
silica permittivity, electronic: 2.1
silicon permittivity: 11.7
hole to silicon distance: 0.5 nm = 5.0 A
e^2/(4 pi eps0): 1.4400 eV nm
e^2/(4 pi eps0 4d): 0.7200 eV
contrast (e2-e1)/(e2+e1): 0.6957
dielectric factor contrast/e1: 0.3313
induced sheet charge: -0.3313 e
sheet potential at hole: -0.4770 V
image energy W, formula: -0.2385 eV
image energy W, field energy: -0.2385 eV
binding-energy lowering: 0.24 eV
lowering at d = 0.4 nm: 0.298 eV
lowering at d = 0.6 nm: 0.199 eV
static silica permittivity: 3.9
lowering with static silica value: 0.092 eV
lowering, perfect metal substrate: 0.343 eV
direct vacuum image at 0.5 nm: +0.122 eV
lowering, 1 nm film with vacuum: 0.184 eV
  change of W due to vacuum: +0.054 eV
lowering, 2 nm film with vacuum: 0.229 eV
  change of W due to vacuum: +0.009 eV
lowering, 4 nm film with vacuum: 0.236 eV
  change of W due to vacuum: +0.003 eV
silicon lattice constant, rough: 0.543 nm
silicon valence density: 200 per nm^3
Thomas-Fermi wavevector: 20.9 per nm
kappa of surface response: 21.8 per nm
typical Q = 1/(2d): 1.0 per nm
surface permittivity there: 7.85
lowering, short-range response: 0.201 eV
lowering, 1 nm film and short-range: 0.141 eV
temperature: 300 K
Debye length at 1e+15 cm^-3: 129.3 nm
  extra lowering by carriers: 0.0007 eV
Debye length at 1e+18 cm^-3: 4.1 nm
  extra lowering by carriers: 0.0173 eV
```
